# Positive Cavity Shift of a Molecular Ground State at Second Order, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one bound charge to a molecule

### The decision

A calculation on a molecule in a cavity can begin with a reduced model: a few electronic states, one light mode, and a coupling linear in the dipole. One must then decide whether the term quadratic in the dipole, the dipole self-energy, may be left out. A second decision follows when the mode is much faster than the electrons: may the mode be removed from the model altogether? Both answers depend on how two energies of the same order combine. The self-energy raises the ground state at first order, and the linear coupling lowers it at second order.

I work in Hartree atomic units. The coupling strength is \(\lambda\), the cavity frequency is \(\omega\), and every shift is measured from the energy of the uncoupled ground state plus the zero-point energy \(\omega/2\) of the empty mode.

### One bound charge, solved in full

The simplest case is one electron in a harmonic well of frequency \(\Omega\), with displacement \(x\) and momentum \(P\). Its charge is \(-1\), so its dipole is \(-x\). Let \(q\) and \(p\) be the coordinate and momentum of the mode. The Hamiltonian, whose form is derived below for a general molecule, is

\[
H=\tfrac12P^2+\tfrac12\Omega^2x^2+\tfrac12\left[p^2+(\omega q+\lambda x)^2\right].
\]

Expanding the square gives the potential

\[
\tfrac12(\Omega^2+\lambda^2)x^2+\omega\lambda\,xq+\tfrac12\omega^2q^2
=\tfrac12\begin{pmatrix}x&q\end{pmatrix}
\begin{pmatrix}\Omega^2+\lambda^2&\omega\lambda\\ \omega\lambda&\omega^2\end{pmatrix}
\begin{pmatrix}x\\q\end{pmatrix}.
\]

Both masses are one, so the eigenvalues of the matrix are the squared normal frequencies \(\omega_+^2\) and \(\omega_-^2\). The trace and determinant give

\[
\omega_+^2+\omega_-^2=\Omega^2+\omega^2+\lambda^2,
\]
\[
\omega_+^2\omega_-^2=(\Omega^2+\lambda^2)\omega^2-\omega^2\lambda^2=\Omega^2\omega^2 .
\]

Hence \(\omega_+\omega_-=\Omega\omega\), and

\[
(\omega_++\omega_-)^2=\Omega^2+\omega^2+\lambda^2+2\Omega\omega=(\Omega+\omega)^2+\lambda^2 .
\]

The ground energy is \((\omega_++\omega_-)/2\). Subtracting \((\Omega+\omega)/2\) gives the shift

\[
\Delta E=\tfrac12\left[\sqrt{(\Omega+\omega)^2+\lambda^2}-(\Omega+\omega)\right]
=\frac{\lambda^2}{4(\Omega+\omega)}+O(\lambda^4).
\]

The shift is positive for every nonzero \(\lambda\), and at fixed \(\lambda\) it vanishes as \(\omega\to\infty\).

### What each term does in this case

Now remove the self-energy \(\lambda^2x^2/2\). The upper left matrix element becomes \(\Omega^2\), the determinant becomes \(\omega^2(\Omega^2-\lambda^2)\), and for \(\lambda<\Omega\)

\[
(\omega_++\omega_-)^2=\Omega^2+\omega^2+2\omega\sqrt{\Omega^2-\lambda^2}
=(\Omega+\omega)^2-\frac{\omega\lambda^2}{\Omega}+O(\lambda^4).
\]

Taking the square root and halving it gives the shift from the linear coupling alone:

\[
\Delta E_{\rm lin}=-\frac{\omega\lambda^2}{4\Omega(\Omega+\omega)}+O(\lambda^4).
\]

The self-energy at first order is \(\lambda^2\langle x^2\rangle/2=\lambda^2/(4\Omega)\), because \(\langle x^2\rangle=1/(2\Omega)\) in the oscillator ground state. The sum is

\[
\frac{\lambda^2}{4\Omega}\left(1-\frac{\omega}{\Omega+\omega}\right)=\frac{\lambda^2}{4(\Omega+\omega)},
\]

in agreement with the full solution. At high frequency the linear coupling alone would leave \(-\lambda^2/(4\Omega)\), which does not vanish. The self-energy removes this false limit. Without it, the oscillator also loses its stability when \(\lambda>\Omega\), since the determinant is then negative.

### The Hamiltonian of a molecule

I now replace the oscillator by a molecule with \(N\) electrons and clamped nuclei. Let \(\mathbf e\) be the unit polarization vector, and let \(z_i\) and \(p_i\) be the components of the position and momentum of electron \(i\) along \(\mathbf e\). The mode wavelength is taken to be much longer than the molecule, so the vector potential \(A\) is the same for all electrons.

For a mode that fills an effective volume \(V\), the electric field energy is \(V\dot A^2/(8\pi)\). Writing \(A=\lambda Q\) turns this into \(\dot Q^2/2\), the kinetic energy of an oscillator of unit mass, if

\[
\lambda=\sqrt{4\pi/V}.
\]

Let \(\Pi\) be the momentum conjugate to \(Q\). An electron of charge \(-1\) has kinetic momentum \(p_i+\lambda Q\) along \(\mathbf e\). Minimal coupling therefore gives

\[
H_{\rm C}=H_e\big|_{p_i\to p_i+\lambda Q}+\tfrac12(\Pi^2+\omega^2Q^2),
\]

where \(H_e\) is the electronic Hamiltonian without the cavity. Its potential is assumed to be a function of positions only.

To reach the dipole form, define

\[
D=\lambda\mu,\qquad \mu=\mu_{\rm nuc}-\sum_i z_i,\qquad W=e^{iQD}.
\]

Here \(\mu\) is the component of the total dipole along \(\mathbf e\), and \(\mu_{\rm nuc}\) is the constant nuclear part. Because \(\partial D/\partial z_i=-\lambda\), the transformed momenta are

\[
W^\dagger p_iW=p_i+Q\frac{\partial D}{\partial z_i}=p_i-\lambda Q,\qquad
W^\dagger\Pi W=\Pi+D .
\]

The first relation removes the field from the electronic kinetic energy. The second moves the coupling into the mode:

\[
W^\dagger H_{\rm C}W=H_e+\tfrac12\left[(\Pi+D)^2+\omega^2Q^2\right].
\]

Finally set \(\Pi=-\omega q\) and \(Q=p/\omega\). This keeps the commutator, since \([Q,\Pi]=-[p,q]=i\), and gives

\[
H=H_e+\tfrac12\left[p^2+(\omega q-D)^2\right].
\]

For one electron with \(\mu_{\rm nuc}=0\) we have \(D=-\lambda x\), which is the oscillator model used above.

With \(q=(a+a^\dagger)/\sqrt{2\omega}\), the cross term is \(-\omega qD=-\sqrt{\omega/2}\,D(a+a^\dagger)\), and therefore

\[
H=H_e+\omega\left(a^\dagger a+\tfrac12\right)-\sqrt{\frac{\omega}{2}}\,D(a+a^\dagger)+\tfrac12D^2 .
\]

The two coupling terms come from one square, so their relative size is fixed. The sign of the linear term is a convention: replacing \(a\) by \(-a\) reverses it. The same replacement shows that the energy is unchanged under \(\lambda\to-\lambda\), so a power series in \(\lambda\) has even powers alone.

### Which orders belong together

The linear term is of order \(\lambda\) and the self-energy is of order \(\lambda^2\). Call them \(V_1\) and \(V_2\). Let \(\Phi_k\) be the uncoupled states, with energies \(\mathcal E_k\), and let \(\Phi_0\) be the ground state. It is assumed to be non-degenerate.

Write the perturbed state as \(\Phi_0+\Phi^{(1)}+\dots\), with \(\Phi^{(1)}\) orthogonal to \(\Phi_0\). At order \(\lambda\) the Schrödinger equation reads

\[
(H_0-\mathcal E_0)\Phi^{(1)}=\left(\mathcal E^{(1)}-V_1\right)\Phi_0 .
\]

Projecting on \(\Phi_0\) gives \(\mathcal E^{(1)}=\langle\Phi_0|V_1|\Phi_0\rangle\). This is zero, because \(a+a^\dagger\) has no expectation value in the photon vacuum. Projecting on \(\Phi_k\) gives the coefficient \(-\langle\Phi_k|V_1|\Phi_0\rangle/(\mathcal E_k-\mathcal E_0)\). At order \(\lambda^2\), projection on \(\Phi_0\) gives

\[
\mathcal E^{(2)}=\langle\Phi_0|V_2|\Phi_0\rangle+\langle\Phi_0|V_1|\Phi^{(1)}\rangle
=\langle\Phi_0|V_2|\Phi_0\rangle-\sum_{k\ne0}\frac{|\langle\Phi_k|V_1|\Phi_0\rangle|^2}{\mathcal E_k-\mathcal E_0}.
\]

Thus the first order of the self-energy and the second order of the linear coupling form one complete order in \(\lambda^2\). Keeping one of them without the other is not a lower level of the same expansion.

### The two contributions and their sum

Let \(|n\rangle\) be the eigenstates of \(H_e\) with energies \(E_n\), let \(w_n=E_n-E_0\), and let \(D_{n0}=\langle n|D|0\rangle\). Sums over \(n\) include the continuum. Inserting a complete set of electronic states in the self-energy gives

\[
\Delta E_{\rm self}=\tfrac12\langle0|D^2|0\rangle=\tfrac12\sum_n|D_{n0}|^2 .
\]

The linear term connects the vacuum to one-photon states. Since \(\langle1|a+a^\dagger|0\rangle=1\) for the photon part, the squared matrix element is \((\omega/2)|D_{n0}|^2\), and the energy denominator is \(w_n+\omega\). Hence

\[
\Delta E_{\rm lin}=-\frac{\omega}{2}\sum_n\frac{|D_{n0}|^2}{w_n+\omega}.
\]

The term \(n=0\) belongs in this sum: the electrons stay in their ground state while one photon is present. Adding the two contributions term by term,

\[
\tfrac12|D_{n0}|^2\left(1-\frac{\omega}{w_n+\omega}\right)=\tfrac12|D_{n0}|^2\frac{w_n}{w_n+\omega},
\]

we obtain the second-order shift

\[
\boxed{\Delta E_2=\frac12\sum_n|D_{n0}|^2\frac{w_n}{w_n+\omega}}
\]

The term \(n=0\) has now dropped out, because \(w_0=0\). The permanent dipole displaces the mode, and the energy gained by this displacement cancels the permanent part of the self-energy. Adding a constant to \(\mu\) changes \(D_{00}\) and no other \(D_{n0}\), so it doesn't change the shift either.

For the harmonic electron one state contributes, with \(w_1=\Omega\) and \(|D_{10}|^2=\lambda^2/(2\Omega)\). The formula gives \(\lambda^2/[4(\Omega+\omega)]\), as it must.

### Why the shift is strictly positive

Each term of \(\Delta E_2\) is non-negative. It remains to show that they are not all zero. Expanding a double commutator and using \(H_e|0\rangle=E_0|0\rangle\),

\[
\langle0|[D,[H_e,D]]|0\rangle=\langle0|2DH_eD-D^2H_e-H_eD^2|0\rangle
=2\sum_nw_n|D_{n0}|^2 .
\]

The same commutator can be found directly. The potential commutes with \(D\), and \([p_i^2/2,z_i]=-ip_i\). With the total momentum \(P=\sum_ip_i\) along \(\mathbf e\),

\[
[H_e,D]=i\lambda P,\qquad
[D,i\lambda P]=-i\lambda^2\sum_i[z_i,p_i]=\lambda^2N .
\]

Comparison gives the sum rule

\[
\sum_nw_n|D_{n0}|^2=\frac{\lambda^2N}{2}.
\]

The right side is positive, so at least one term with \(w_n>0\) is present and \(\Delta E_2>0\).

### The slow-mode limit and a numerical case

The factor \(w_n/(w_n+\omega)\) falls as \(\omega\) rises, so \(\Delta E_2\) decreases with frequency. For \(\omega\to0\) the factor tends to one for every excited state, and

\[
\Delta E_2\to\tfrac12\sum_{n\ne0}|D_{n0}|^2=\tfrac12\left(\langle D^2\rangle-\langle D\rangle^2\right)=\tfrac12{\rm Var}(D).
\]

A slow mode adjusts to the mean dipole but cannot follow its fluctuations, and they cost their full self-energy.

For numbers I take a one-dimensional model molecule with two electrons in a singlet state. Two centres of charge 1.4 and 0.6 stand at \(-1\) and \(+1\) bohr. All Coulomb interactions are softened with a length of 1 bohr. The parameters are round and represent no real substance. All electron correlation within the grid model is included.

The mean squared dipole is 2.4193 and the permanent dipole is 0.2089, in atomic units. With \(\lambda=0.05\), the factor \(\lambda^2/2\) is \(1.25\times10^{-3}\), so

\[
\Delta E_{\rm self}=1.25\times10^{-3}\times2.4193=3.024\times10^{-3}\ \text{hartree}.
\]

At \(\omega=0.5\) hartree the linear coupling contributes \(-1.684\times10^{-3}\) hartree, and

\[
\Delta E_2=(3.024-1.684)\times10^{-3}=1.341\times10^{-3}\ \text{hartree},
\]

where the last digit follows from the unrounded terms. This is 36.5 meV. The coupling is chosen large to make the effect visible: \(\lambda=0.05\) means \(V=0.74\) nm\(^3\), about \(1.6\times10^4\) times smaller than the effective volume \((\pi c/\omega)^3/8\) of a half-wavelength cube at this frequency. In such a cube \(\lambda\approx4\times10^{-4}\) and the shift would be about \(2\times10^{-3}\) meV. The permanent dipole contributes \(\pm5.45\times10^{-5}\) hartree to the two parts and nothing to the sum.

Diagonalization of the coupled electron-photon problem gives \(1.338\times10^{-3}\) hartree. The formula is 0.16% above this value. When \(\lambda\) is doubled from 0.025 to 0.05, the difference grows by a factor of 15.96, close to the 16 expected of a remainder of order \(\lambda^4\). Two further diagonalizations, each with one of the coupling terms alone, tested the two contributions separately.

## Second half: fast modes, exact bounds and reduced models

### Symbols and results carried over

The molecule has \(N\) electrons, clamped nuclei and an electronic Hamiltonian \(H_e\) with a non-degenerate ground state \(|0\rangle\). Excitation energies are \(w_n=E_n-E_0\). The coupled dipole is \(D=\lambda\mu\), with \(\lambda=\sqrt{4\pi/V}\) for mode volume \(V\), and \(P\) is the total electron momentum along the polarization. The Hamiltonian is

\[
H=H_e+\tfrac12\left[p^2+(\omega q-D)^2\right],
\]

and the shift from \(E_0+\omega/2\), to order \(\lambda^2\), is

\[
\Delta E_2=\frac12\sum_n|D_{n0}|^2\frac{w_n}{w_n+\omega}>0 .
\]

I also use \([H_e,D]=i\lambda P\) and the sum rule \(\sum_nw_n|D_{n0}|^2=\lambda^2N/2\).

### The fast-mode limit, with its remainder

Each term of \(\Delta E_2\) vanishes as \(\omega\to\infty\), but the sum has infinitely many terms, so the limit needs more care. Start from the identity

\[
\frac{w}{w+\omega}=\frac{w}{\omega}-\frac{w^2}{\omega^2}+\frac{w^3}{\omega^2(w+\omega)},
\]

which is verified by putting the right side over the denominator \(\omega^2(w+\omega)\). The first term is summed by the sum rule. For the second, take a matrix element of the commutator:

\[
\langle n|[H_e,D]|0\rangle=w_nD_{n0}=i\lambda\langle n|P|0\rangle .
\]

Squaring and summing over \(n\) gives \(\sum_nw_n^2|D_{n0}|^2=\lambda^2\langle P^2\rangle\). Therefore

\[
\Delta E_2=\frac{\lambda^2}{4\omega}\left[N-\frac{2\langle P^2\rangle}{\omega}\right]+R,\qquad
R=\frac{1}{2\omega^2}\sum_n w_n^2|D_{n0}|^2\,\frac{w_n}{w_n+\omega}\ge0 .
\]

The last fraction is below one and tends to zero for each \(n\), while the sum without it is finite. Hence \(\omega^2R\to0\), and the remainder is smaller than the terms kept. Since \(w/(w+\omega)\le w/\omega\), we also have an upper bound, so that

\[
\frac{\lambda^2}{4\omega}\left[N-\frac{2\langle P^2\rangle}{\omega}\right]\le\Delta E_2\le\frac{\lambda^2N}{4\omega}.
\]

In the model molecule \(\langle P^2\rangle=0.45355\) in atomic units. At \(\lambda=0.05\) and \(\omega=50\) hartree the lower side is

\[
\frac{0.0025}{200}\left[2-\frac{0.9071}{50}\right]=2.477\times10^{-5}\ \text{hartree},
\]

and the upper side is \(2.500\times10^{-5}\) hartree. The sum over states gives \(2.478\times10^{-5}\) hartree, between the two.

To order \(\lambda^2\), the cavity mode raises the molecule's ground-state energy, and at fixed \(\lambda\) this shift falls to zero as \(\lambda^2N/(4\omega)\) when the mode becomes fast. What remains is to find closer estimates at ordinary frequencies, bounds that do not rely on perturbation theory, and the consequences for reduced models.
